# Hopping activation energy near complete compensation from nonlinear screening, part 1

(Sections cited here and not found follow in the second part.)

## First half: the screened random potential

**Q.** You want an activation energy for electrons hopping between donors when almost every donor has lost its electron to an acceptor. What is the model?

**A.** Donors of density $N_D$ and acceptors of density $N_A=KN_D$ sit at independent random positions. The compensation $K$ is below one. Each acceptor captures an electron and becomes negative. The density of electrons left on donors is

$$n=N_D-N_A=(1-K)N_D .$$

I treat all donors as fixed positive charges and count the remaining $n$ electrons separately, so a neutral donor is a positive charge plus an electron. The density of fixed charges of both signs is

$$N_t=N_D+N_A=(1+K)N_D .$$

The symbol $e^2$ stands for $e^2/4\pi\varepsilon_0$, and it equals 2 in Rydberg atomic units. The dielectric constant is $\kappa$, and I write $g=e^2/\kappa$. The common binding energy of an isolated donor is a constant and drops out of energy differences between donors.

**Q.** The crystal is neutral. Why should the donors not all have nearly the same energy?

**A.** Neutrality fixes the total charge and leaves local fluctuations free. Consider the potential energy $U$ of an electron at the origin, due to charges at distances between $r_1$ and $R$. A charge of sign $s_i=\pm1$ contributes $-gs_i/r_i$. For independent positions, the number of donors in a small volume $dV$ has variance $N_D\,dV$, and the number of acceptors has variance $N_A\,dV$. The species are independent, so the variances add, whatever the signs:

$$\langle(\delta U)^2\rangle=g^2N_t\int_{r_1}^{R}\frac{4\pi r^2\,dr}{r^2}=4\pi g^2N_t(R-r_1).$$

The factor $r^2$ from the volume of the shell cancels the $1/r^2$ from the squared Coulomb potential. Every shell of equal thickness therefore contributes equally. Take $N_t=2$, $r_1=1$ and $R=6$ in some unit of length. The formula gives a root-mean-square energy of $g\sqrt{40\pi}=11.21\,g$ per unit length, and direct summation over 1500 random arrangements gives $11.17\,g$.

**Q.** Then the fluctuation grows as $R^{1/2}$ without limit. That cannot be the energy of a real donor.

**A.** It cannot, so the electrons must cut off the growth, few as they are. A region of size $R$ has a typical net fixed charge, in units of $e$, of $(N_tR^3)^{1/2}$. It holds on average $nR^3$ electrons. By redistributing, the electrons can cancel the fluctuation once the second number reaches the first:

$$nR_s^3=(N_tR_s^3)^{1/2}.$$

Squaring gives $n^2R_s^6=N_tR_s^3$, and hence

$$R_s^3=\frac{N_t}{n^2},\qquad R_s=\frac{N_t^{1/3}}{n^{2/3}} .$$

Numerical factors such as $4\pi/3$ are left out of this estimate. The uncancelled charge at this size is $(N_tR_s^3)^{1/2}=N_t/n$, which sets the energy scale

$$\gamma=\frac{g}{R_s}\,\frac{N_t}{n}=g\,\frac{n^{2/3}}{N_t^{1/3}}\,\frac{N_t}{n}=\frac{e^2N_t^{2/3}}{\kappa\,n^{1/3}} .$$

**Q.** Why not use an ordinary linear screening length?

**A.** Linear screening supposes that the change in electron density is small compared with $n$. At size $R$ the required change is $(N_tR^3)^{1/2}/R^3=(N_t/R^3)^{1/2}$. It exceeds $n$ whenever $R<R_s$. Where the fixed charge is negative, electrons would have to be removed beyond the point at which none are left. The density stops at zero, and the hill of potential energy remains. This makes the screening nonlinear.

**Q.** You have balanced two orders of magnitude. I would like an equation whose solution has this scale.

**A.** Let $q(\mathbf r)$ be the fixed charge density in units of $e$, donors minus acceptors, and $\nu(\mathbf r)$ the electron density. I treat $\nu$ as continuous, which ignores the fact that a donor holds a whole electron or none; the cost of this will be sized below. At zero temperature the electrons minimise

$$E[\nu]=\frac g2\iint\frac{[q(\mathbf r)-\nu(\mathbf r)][q(\mathbf r')-\nu(\mathbf r')]}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'$$

subject to $\nu\ge0$ and $\int\nu=\int q$. Change $\nu$ by $\delta$, with $\int\delta=0$. The two equal cross terms cancel the factor $\tfrac12$, so the energy changes by

$$\Delta E=\int U\delta\,d^3r+\frac g2\iint\frac{\delta(\mathbf r)\delta(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

$$U(\mathbf r)=-g\int\frac{q(\mathbf r')-\nu(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

The minus sign says that positive charge lowers the energy of an electron. Now move a small amount of electron density from an occupied place 1 to any place 2. To first order the cost is $U(2)-U(1)$, which cannot be negative at a minimum. All occupied places therefore share one value $U=\mu$, and $U\ge\mu$ everywhere else. With $V=U-\mu$,

$$V\ge0,\qquad \nu\ge0,\qquad V\nu=0 .$$

Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the two minus signs combine to give

$$\nabla^2V=4\pi g\,(q-\nu).$$

**Q.** These conditions are necessary. Could they also hold at some poor local minimum?

**A.** Not for continuous $\nu$. Compare with any other allowed density $\nu'=\nu+\delta$. Because $\int\delta=0$, I may subtract $\mu$ from $U$, and the linear term becomes $\int V(\nu'-\nu)=\int V\nu'\ge0$, where $V\nu=0$ was used. The quadratic term is the electrostatic energy of the charge $\delta$. It is an integral of a squared field and is not negative. Hence $E[\nu']\ge E[\nu]$.

**Q.** You allow any amount of electron density at a point where $V=0$. Electrons must sit on donors, and a donor takes one.

**A.** Divide space into cubic cells of side $a=N_D^{-1/3}$, with one donor per cell on average. Let $q_i$ and $\nu_i$ now be the numbers of charges in cell $i$, and measure $V$ in units of $g/a$. The difference form of Poisson's equation is

$$\sum_{j}V_j-6V_i=4\pi(q_i-\nu_i),$$

where $j$ runs over the six neighbours. In an occupied cell $V_i=0$, and all neighbours have $V_j\ge0$. The left side is then not negative, so

$$\nu_i\le q_i=(\text{donors})_i-(\text{acceptors})_i\le(\text{donors})_i .$$

The minimum respects the capacity of each cell without being told to. Physically, an overfilled cell would repel its own electrons.

**Q.** Now show me the scaling, without any balancing of estimates.

**A.** On sizes that contain many impurities, the sum of many independent charges is nearly Gaussian, and

$$q=n+\delta q,\qquad \langle\delta q(\mathbf r)\,\delta q(\mathbf r')\rangle=N_t\,\delta(\mathbf r-\mathbf r').$$

Measure length in a unit $\ell$ and density in units of $n$: $\mathbf r=\ell\mathbf x$, $q=n(1+\xi)$ and $\nu=n\tilde\nu$. A delta function in three dimensions scales as $\delta(\ell\mathbf x)=\ell^{-3}\delta(\mathbf x)$, so

$$\langle\xi(\mathbf x)\xi(\mathbf x')\rangle=\frac{N_t}{n^2\ell^3}\,\delta(\mathbf x-\mathbf x').$$

The coefficient becomes one for $\ell^3=N_t/n^2$, which is $\ell=R_s$. Next write $V=\Gamma v$. Two derivatives bring a factor $R_s^{-2}$, and Poisson's equation becomes

$$\frac{\Gamma}{R_s^2}\nabla_x^2v=4\pi g\,n\,(1+\xi-\tilde\nu).$$

The choice $\Gamma=gnR_s^2$ removes all material parameters:

$$\nabla_x^2v=4\pi(1+\xi-\tilde\nu),\qquad v\ge0,\quad\tilde\nu\ge0,\quad v\tilde\nu=0 .$$

The energy unit is

$$\Gamma=g\,n\,\frac{N_t^{2/3}}{n^{4/3}}=\frac{e^2N_t^{2/3}}{\kappa n^{1/3}}=\gamma .$$

With $N_t=(1+K)N_D$ and $n=(1-K)N_D$, the powers of $N_D$ combine as $\tfrac23-\tfrac13=\tfrac13$:

$$\gamma=\frac{(1+K)^{2/3}}{(1-K)^{1/3}}\,\frac{e^2N_D^{1/3}}{\kappa},\qquad \frac{R_s}{a}=\frac{(1+K)^{1/3}}{(1-K)^{2/3}} .$$

Any energy read from the landscape $V$ at large sizes is a pure number times $\gamma$, provided that number exists.

**Q.** That proviso worries me. White noise has unlimited fluctuations at short distance. Your pure number may be infinite, or may depend on where the noise is cut off.

**A.** Separate the unscreened part. Let $V=\phi+w$, where $\phi$ has zero average over a large periodic box and

$$\nabla^2\phi=4\pi g(q-n),\qquad -\nabla^2w=4\pi g(\nu-n).$$

The sum of the two equations returns Poisson's equation for $V$. The response $w$ obeys

$$w\ge-\phi,\qquad -\nabla^2w+4\pi gn\ge0,$$

and the second relation is an equality where $w>-\phi$, because $\nu=0$ there. I claim that $w$ is the smallest function obeying both inequalities. Let $z$ be another such function, and suppose $w>z$ in some region. There $w>z\ge-\phi$, so $\nabla^2w=4\pi gn$, while $\nabla^2z\le4\pi gn$. Hence $\nabla^2(w-z)\ge0$ in the region, and $w-z=0$ on its boundary. A function with non-negative Laplacian takes its maximum on the boundary, so $w-z\le0$ inside, a contradiction. Nor can the region fill the box, since $\nu$ would then vanish everywhere although its average is $n>0$.

**Q.** How does that control the short distances?

**A.** Take two disorder potentials $\phi_1$ and $\phi_2$ with the same $n$, and let $c$ be the largest value of $|\phi_1-\phi_2|$. The function $w_1+c$ lies above $-\phi_1+c\ge-\phi_2$, and adding a constant does not change its Laplacian. It therefore obeys both inequalities of problem 2, and the smallest solution satisfies $w_2\le w_1+c$. Exchanging the labels gives

$$\max|w_1-w_2|\le\max|\phi_1-\phi_2| .$$

Consequently $V$ changes by at most $2c$. Now let $\phi_2$ be $\phi_1$ without its Fourier components of wave number above $1/h$. A component of $\phi$ is $-4\pi g\,\delta q_k/k^2$, so the removed variance is

$$\int_{k>1/h}\frac{d^3k}{(2\pi)^3}\frac{(4\pi g)^2N_t}{k^4}=8g^2N_t\int_{1/h}^{\infty}\frac{dk}{k^2}=8g^2N_th .$$

Since $\gamma=g(N_tR_s)^{1/2}$, the removed potential has a typical size of order $\gamma(h/R_s)^{1/2}$. Its maximum over a box of fixed size in units of $R_s$ is larger by a factor that grows as the square root of a logarithm of $R_s/h$. The product still vanishes as $h/R_s\to0$. In such a box the landscape $v$ has a limit that does not depend on the cutoff.

**Q.** And for real impurities, where the cutoff is their spacing?

**A.** Put $h=a$. The typical correction is of order

$$\gamma\left(\frac a{R_s}\right)^{1/2}=g(N_ta)^{1/2}=(1+K)^{1/2}\,\frac{e^2N_D^{1/3}}{\kappa}.$$

It does not grow as $K\to1$, whereas $\gamma$ does. Their ratio, however, falls as slowly as $(1-K)^{1/3}$. This is the correction at a typical site, and it describes charges smeared over cells of side $a$. Point donors are different, because the few electrons do not choose typical sites. An electron on one member of a close donor pair at distance $r$ gains $g/r$ from the other member. The density of pairs closer than $r$ is $\tfrac12N_D\cdot\tfrac{4\pi}3N_Dr^3$. It equals $n$ at $r^3=3(1-K)a^3/2\pi$, where the energy gained is $(2\pi/3)^{1/3}(1-K)^{-1/3}e^2/\kappa a\approx0.8\,\gamma$. Close pairs therefore lower the Fermi level by an amount that grows with the same power as $\gamma$. The Gaussian bound above does not cover them. They leave the power of $1-K$ unchanged, but they change the pure number in front of it.

## Second half: from the landscape to the activation energy

**Q.** Before we discuss transport, restate what we may use.

**A.** The donor density is $N_D$, the compensation is $K$, the donor spacing is $a=N_D^{-1/3}$, and $n=(1-K)N_D$ is the density of electrons on donors. The density of fixed charges is $N_t=(1+K)N_D$. The potential energy $V$ of an electron is measured from the Fermi level $\mu$. It is zero where electrons sit and positive elsewhere. For $K\to1$ its statistics depend on one length and one energy,

$$R_s=\frac{N_t^{1/3}}{n^{2/3}},\qquad \gamma=\frac{(1+K)^{2/3}}{(1-K)^{1/3}}\frac{e^2N_D^{1/3}}{\kappa},$$

with a correction whose natural size, for charges smeared over cells of side $a$, is the granularity energy $e^2/\kappa a$. For point donors, close pairs add a contribution of the order of $\gamma$ itself.

**Q.** A landscape is not yet a resistance. Which feature of $V$ is the activation energy?

**A.** Take a hop between neighbouring donors $i$ and $j$. If $V_i\gg kT$, donor $i$ is occupied with a probability proportional to $\exp(-V_i/kT)$. If the hop goes up in energy, it needs a phonon, which adds a factor $\exp[-(V_j-V_i)/kT]$, and the product is $\exp(-V_j/kT)$. If it goes down, $\exp(-V_i/kT)$ remains. In both cases the larger energy appears. With the tunnelling factor for a distance $r$ and a donor wave function decaying as $\exp(-r/b)$, the resistance of the pair is

$$R_{ij}\propto\exp\left[\frac{2r}{b}+\frac{\max(V_i,V_j)}{kT}\right].$$

Large-scale changes in $V$ extend over distances of order $R_s\gg a$, while the tunnelling term is set by the local donor spacing and is statistically the same everywhere. Hence, when $\gamma$ is much larger than $e^2/\kappa a$, the energy term selects the route on large scales. Over a few donor spacings, distance and energy can still be traded against each other.

Let $V_p$ be the lowest level for which the region $V\le V_p$ connects opposite sides of the sample. I call it the pass level, since it is the height of the lowest pass through the hills. It is the percolation level of the landscape.

**Q.** The current could use many slightly higher passes in parallel, or lose most of its voltage along a lengthy low route. Why should one level win?

For $K\to1$ the landscape of electron energies has the length scale $R_s$ and the energy scale $\gamma\propto(1-K)^{-1/3}$, and its pass level $V_p$ is the candidate for the activation energy. It remains to show that this one level controls the resistance, to find its value in terms of $\gamma$, and to apply the result to a material.
